# The Gray Phonon Mean Free Path of Silicon and Its Meaning

## Problem

Near 300 K, heat in an undoped silicon crystal is carried almost entirely by phonons. Take

- thermal conductivity $\kappa = 148\ \mathrm{W\,m^{-1}\,K^{-1}}$,
- heat capacity per volume $C = 1.66\times10^{6}\ \mathrm{J\,m^{-3}\,K^{-1}}$,
- phonon speed $v = 6400\ \mathrm{m\,s^{-1}}$.

In a *gray* model all phonons have the same speed $v$ and the same mean free path $\Lambda$, whatever their frequency.

(a) Derive the relation between $\kappa$, $C$, $v$ and $\Lambda$ for an isotropic solid.

(b) Find $\Lambda$, the mean time $\tau$ between scatterings, and the thermal diffusivity. For a temperature that falls by 1 K per µm, find the heat flux and the temperature change over one free path.

(c) Confirm the relation from the decay of a temperature ripple, and find where the diffusion picture fails.

(d) Real phonons have many speeds and free paths. What average does the gray $\Lambda$ represent? Estimate how far it lies from the free paths of the phonons that carry most of the heat.

(e) Estimate how $\Lambda$ changes with the choice of sound speed and on warming to 400 K.

## Solution

### (a) Heat flux from free flights

Let the temperature $T(x)$ vary along $x$ only. We assume that scattering sends phonons equally into all directions and gives them the energy appropriate to the local temperature. Between scatterings they fly straight, and the chance of surviving a distance $s$ is $e^{-s/\Lambda}$.

Consider phonons crossing the plane $x=0$ at an angle $\theta$ to the $x$ axis, and write $\mu=\cos\theta$. If such a phonon last scattered a distance $s$ back along its path, it started at $x=-s\mu$. It therefore carries the energy density $u$ of that place, not of the plane.

Two weights are needed. The fraction of directions between $\mu$ and $\mu+d\mu$ is $2\pi\,d\mu/4\pi=d\mu/2$. The fraction of arriving phonons whose last scattering lay between $s$ and $s+ds$ is $e^{-s/\Lambda}ds/\Lambda$. Since the velocity along $x$ is $v\mu$, the net energy flux is

$$
q=\frac12\int_{-1}^{1}d\mu\;v\mu\int_0^\infty \frac{ds}{\Lambda}\,e^{-s/\Lambda}\,u(-s\mu).
$$

Negative $\mu$ describes phonons moving to the left, so both streams are included with their signs.

If the temperature changes little over a free path, the profile may be taken as straight there, and $C$ as constant:

$$
u(-s\mu)=u(0)-C\,\frac{dT}{dx}\,s\mu .
$$

The uniform part $u(0)$ gives no flux because $\int_{-1}^{1}\mu\,d\mu=0$. The rest is

$$
q=-\frac{Cv}{2}\frac{dT}{dx}
\left(\int_{-1}^{1}\mu^2d\mu\right)
\left(\int_0^\infty \frac{s}{\Lambda}e^{-s/\Lambda}ds\right).
$$

The first integral is $2/3$. Integrating the second by parts gives

$$
\int_0^\infty \frac{s}{\Lambda}e^{-s/\Lambda}ds
=\left[-s\,e^{-s/\Lambda}\right]_0^\infty+\int_0^\infty e^{-s/\Lambda}ds=0+\Lambda .
$$

Hence

$$
q=-\frac13\,C v\Lambda\,\frac{dT}{dx}.
$$

Comparison with Fourier's law, $q=-\kappa\,dT/dx$, gives

$$
\boxed{\kappa=\frac13\,C v\Lambda,\qquad \Lambda=\frac{3\kappa}{Cv}}
$$

One factor $\mu$ comes from the velocity component and the other from the distance along $x$ to the last scattering. The factor $1/3$ is the average of their product over directions.

### (b) The numbers

The unit of $Cv$ is $\mathrm{J\,m^{-3}K^{-1}\times m\,s^{-1}=W\,m^{-2}K^{-1}}$, so $\kappa/(Cv)$ is a length, as required. Then

$$
\Lambda=\frac{3\times148}{1.66\times10^{6}\times6400}
=\frac{444}{1.0624\times10^{10}}\ \mathrm m
=4.18\times10^{-8}\ \mathrm m\approx 42\ \mathrm{nm}.
$$

Without the factor 3 the result would be 14 nm. The mean time between scatterings is

$$
\tau=\frac{\Lambda}{v}=\frac{4.179\times10^{-8}}{6400}\ \mathrm s\approx 6.5\ \mathrm{ps}.
$$

The diffusivity follows from energy conservation, $C\,\partial T/\partial t=-\partial q/\partial x=\kappa\,\partial^2T/\partial x^2$:

$$
D=\frac{\kappa}{C}=\frac{148}{1.66\times10^{6}}\ \mathrm{m^2\,s^{-1}}
=8.92\times10^{-5}\ \mathrm{m^2\,s^{-1}} .
$$

By the result of (a), $D$ also equals $v\Lambda/3$.

For $dT/dx=-10^{6}\ \mathrm{K\,m^{-1}}$ the flux is $q=148\times10^{6}=1.48\times10^{8}\ \mathrm{W\,m^{-2}}$, directed towards the cold side. Over one gray free path the temperature falls by $10^{6}\times4.18\times10^{-8}\approx0.042$ K. This is tiny compared with 300 K, so treating $C$ as constant over a flight is well justified.

### (c) Decay of a temperature ripple

Let $f(x,\mu,t)$ be the excess energy density of phonons with direction $\mu$, normalized so that the total excess is the average $\bar f=\frac12\int_{-1}^{1}f\,d\mu$. The gray Boltzmann equation states that flight moves the energy, while scattering drives $f$ towards its directional average:

$$
\frac{\partial f}{\partial t}+v\mu\frac{\partial f}{\partial x}=-\frac{f-\bar f}{\tau}.
$$

The right side averages to zero over directions, so scattering conserves energy. Insert a ripple $f=g(\mu)\,e^{iKx-\gamma t}$ with wavenumber $K$ and decay rate $\gamma$. After multiplication by $\tau$, and with $a=K\Lambda$,

$$
-\gamma\tau g+ia\mu g=-g+\bar g
\quad\Longrightarrow\quad
g=\frac{\bar g}{b+ia\mu},\qquad b=1-\gamma\tau .
$$

Now average both sides over $\mu$ and divide by $\bar g$. The imaginary part of the integrand is odd in $\mu$ and drops out for real $b$:

$$
1=\frac12\int_{-1}^{1}\frac{b\,d\mu}{b^2+a^2\mu^2}
=\frac1a\arctan\frac ab .
$$

Thus $\tan a=a/b$, or $b=a\cot a$, and

$$
\gamma\tau=1-a\cot a .
$$

For a long ripple, $a\ll1$, use $\cot a=1/a-a/3-a^3/45-\dots$:

$$
\gamma\tau=\frac{a^2}{3}+\frac{a^4}{45}+\dots
\quad\Longrightarrow\quad
\gamma=\frac{v\Lambda}{3}K^2\left(1+\frac{a^2}{15}+\dots\right).
$$

The diffusion equation gives $\gamma=(\kappa/C)K^2$ for the same ripple. The leading terms agree if $\kappa=Cv\Lambda/3$, which confirms (a) without counting flights through a plane.

A numerical solution of the Boltzmann equation at $a=0.02$, with $\kappa$ read off as $C\gamma/K^2$, gives $148.004\ \mathrm{W\,m^{-1}K^{-1}}$. The small excess is the predicted correction, $148\times0.02^2/15\approx0.004$.

The formula also marks a limit. The arctangent of a positive number is below $\pi/2$, so a solution with real $\gamma$ needs $a<\pi/2$. In terms of the ripple's wavelength this means

$$
\frac{2\pi}{K}>4\Lambda\approx167\ \mathrm{nm}.
$$

For shorter ripples the gray model has no such diffusion-like solution. Phonons then fly from crest to trough with too few scatterings for a local temperature to guide the flow.

This length marks where the purely exponential solution disappears, not where Fourier's law first becomes inaccurate. A gray ripple that starts with phonons moving equally in all directions falls to $1/e$ at about 0.94, 0.80 and 0.63 of the Fourier rate for wavelengths of 525, 263 and 167 nm, that is, more slowly than diffusion predicts. Nor is 167 nm a limit for real silicon. In the many-mode model of part (d) with a scattering rate proportional to $\omega^2$, the decay rate (taken from the area under the decay curve) is only about a third of the Fourier value at a wavelength of 1 µm and about three quarters at 10 µm.

### (d) What the gray free path averages

**The average.** Give each phonon mode $i$ its own heat capacity per volume $c_i$, speed $v_i$ and free path $\Lambda_i$. If each mode relaxes independently towards the local temperature, the argument of (a) applies to each group of modes, and their fluxes add:

$$
\kappa=\frac13\sum_i c_i v_i\Lambda_i .
$$

Inserting this into $\Lambda=3\kappa/(Cv)$ gives

$$
\Lambda=\frac1C\sum_i c_i\,\frac{v_i}{v}\,\Lambda_i .
$$

The gray value is therefore an average weighted by heat capacity, in which each free path is first multiplied by the factor $v_i/v$. Modes that store heat but hardly move enter with nearly zero weight in the sum, yet count fully in $C$. They pull the average down.

**A model with many modes.** To size this effect, take three equal acoustic branches with

$$
\omega(k)=\omega_m\sin\left(\frac{\pi k}{2k_m}\right),\qquad
v_g=\frac{d\omega}{dk}=v\cos\left(\frac{\pi k}{2k_m}\right),\qquad
v=\frac{\pi\omega_m}{2k_m}.
$$

The initial slope is the given speed. The largest wavenumber $k_m$ follows from counting one $k$ value per primitive cell. With $n$ cells per volume, $(4\pi k_m^3/3)/(2\pi)^3=n$, so $k_m=(6\pi^2n)^{1/3}$. Silicon has four primitive cells per cube of edge 0.543 nm (rough value), which fixes $n$. The top acoustic phonon energy is then $\hbar\omega_m=30.6$ meV.

Silicon has two atoms per primitive cell, hence also three optical branches. We take them as flat, with zero group speed, at a rough energy of 56 meV.

The mean thermal energy of a mode is $\hbar\omega/(e^{2y}-1)$ with $y=\hbar\omega/(2k_BT)$. Its derivative with respect to $T$ is the heat capacity of one mode:

$$
c(\omega)=k_B\frac{(2y)^2e^{2y}}{(e^{2y}-1)^2}
=k_B\left(\frac{y}{\sinh y}\right)^2 .
$$

Summed over modes at 300 K, the acoustic part is $C_{ac}=0.944\times10^{6}$ and the optical part $0.710\times10^{6}\ \mathrm{J\,m^{-3}K^{-1}}$. Their sum, $1.65\times10^{6}$, was not fitted, and it lies close to the given $C$. With such rough inputs an agreement within a few percent is all that can be expected; the closer match found here is partly chance.

**Two corrections.** Keep $\kappa$ fixed throughout. First, leave out the optical modes, which carry no heat in this model:

$$
\frac{3\kappa}{C_{ac}v}=\frac{444}{9.435\times10^{5}\times6400}\ \mathrm m\approx 74\ \mathrm{nm}.
$$

Next, replace the sound speed by the mean group speed of the acoustic modes, weighted by heat capacity. It is only about $2360\ \mathrm{m\,s^{-1}}$, because most modes have large $k$, where the branch flattens:

$$
\frac{3\kappa}{C_{ac}\bar v_g}=\frac{444}{9.435\times10^{5}\times2357}\ \mathrm m\approx 200\ \mathrm{nm}.
$$

Since $C_{ac}\bar v_g=\sum c_iv_i$, this value is the average of $\Lambda_i$ with weight $c_iv_i$. It is nearly five times the gray result, although the conductivity is the same.

**Which phonons carry the heat?** This requires a scattering law. Assume a rate proportional to $\omega^2$ and set its strength so that $\kappa=148\ \mathrm{W\,m^{-1}K^{-1}}$. With $w=k/k_m$,

$$
\Lambda(w)=v_g\tau\propto\frac{\cos(\pi w/2)}{\sin^2(\pi w/2)} .
$$

This falls steadily as $w$ grows. The number of $k$ values between $w$ and $w+dw$ is proportional to $w^2dw$, so the share of heat carried by modes below $w$ is

$$
F(w)=\frac{\int_0^{w}w'^2\,c\,\cot^2(\pi w'/2)\,dw'}{\int_0^{1}w'^2\,c\,\cot^2(\pi w'/2)\,dw'} .
$$

At small $w'$ the factor $\cot^2$ grows as $1/w'^2$, which cancels the $w'^2$ from mode counting. Long waves are few, but their long paths let them carry a finite share of the heat.

Solving $F=1/2$ and converting $w$ to a free path gives about 480 nm: half the heat is carried by phonons with longer paths than this. That is some 11 times the gray value. About 97 % of the heat is carried by phonons with paths above 42 nm, and about 36 % by those with paths above 1 µm.

These figures depend on the assumed law. With a rate proportional to $\omega$ and the same $\kappa$, the half-heat path is about 270 nm, and about 99 % of the heat has paths above the gray value. The half-heat path is thus uncertain by a factor of about two between these laws, but in both it is several times the gray $\Lambda$.

### (e) Sound speed and temperature

At fixed $\kappa$ and $C$, $\Lambda$ is proportional to $1/v$. Sound in silicon depends on polarization and direction. With a rough transverse speed of $5800\ \mathrm{m\,s^{-1}}$ the gray path is 46 nm; with a rough longitudinal speed of $8400\ \mathrm{m\,s^{-1}}$ it is 32 nm. These two choices shift the gray path by up to about a quarter of its value, and sound speeds along other crystal directions can shift it further, so the second digit of "42 nm" has little meaning.

On warming, more phonons are present to scatter from. When $k_BT$ is well above the phonon energy, the occupation of a mode is roughly $k_BT/\hbar\omega$, so we take the scattering rate proportional to $T$. This is only a rough assumption here, since $k_BT\approx26$ meV at 300 K is below the top acoustic energy: at that energy the occupation grows by a factor of 1.59 between 300 and 400 K, not by $4/3$, so the rise in scattering is probably underestimated. With the $\omega^2$ law, the model conductivity falls to about $113\ \mathrm{W\,m^{-1}K^{-1}}$ at 400 K. The given heat capacity, scaled by the model's temperature dependence, rises to $1.82\times10^{6}\ \mathrm{J\,m^{-3}K^{-1}}$. With $v$ held fixed,

$$
\Lambda(400\ \mathrm K)\approx\frac{3\times113}{1.82\times10^{6}\times6400}\ \mathrm m\approx29\ \mathrm{nm}.
$$

The gray path falls faster than the conductivity because $C$ in the denominator also rises. Handbook values for silicon at 400 K lie near $99\ \mathrm{W\,m^{-1}K^{-1}}$, below the model's 113; with that value the gray path is about 25 nm.

### Use in real silicon structures

The three given values are typical of pure bulk silicon near room temperature. The assumption most directly broken in small devices is that the sample is much larger than all important free paths. Suppose, as a crude picture of boundaries, that no path can exceed 1 µm. The gray model then predicts no change, since 42 nm is far below the limit. In the $\omega^2$ model, phonons carrying 36 % of the heat have their paths shortened; with a rate proportional to $\omega$ this share would be about 6 %. They still carry some heat, so under this sharp cap the conductivity of the $\omega^2$ model falls by about 24 %. The figure depends on how the boundary is described: if boundary and bulk scattering rates are added, $1/\Lambda_{\rm eff}=1/\Lambda+1/(1\ \mu\mathrm m)$, shorter paths are cut as well, and the loss is about 42 %, against 4 % in the gray model. A film's actual loss also depends on its surfaces and on the direction of heat flow.

The mode model itself omits differences between the acoustic branches, elastic anisotropy, impurities and the detailed rules of three-phonon scattering. Its free paths are estimates. The gray 42 nm is suited to reproducing the bulk conductivity with one speed and one path; it is not a safe measure of the size at which a silicon structure begins to conduct heat less well than the bulk. The main values used here are collected in the numerical output below.

## Numbers as computed

```
given conductivity: 148 W/(m K)
given heat capacity: 1.660e+06 J/(m^3 K)
given speed: 6400 m/s; temperature: 300 K
3 kappa: 444 W/(m K)
C v: 1.0624e+10 W/(m^2 K)
gray mean free path: 41.79 nm = 4.179e-08 m
path if factor 3 is dropped: 13.93 nm
scattering time: 6.53 ps
thermal diffusivity: 8.916e-05 m^2/s
temperature gradient: -1.0 K/um
heat flux from flight integral: 1.4800e+08 W/m^2
temperature drop over one gray path: 0.0418 K
conductivity from ripple decay: 148.004 W/(m K)
gray path with rough transverse speed 5800 m/s: 46.1 nm
gray path with rough longitudinal speed 8400 m/s: 31.8 nm
rough lattice constant: 0.543 nm
rough optical phonon energy: 56 meV
model top acoustic energy: 30.6 meV
model acoustic heat capacity: 9.435e+05 J/(m^3 K)
model optical heat capacity: 7.100e+05 J/(m^3 K)
model total heat capacity: 1.653e+06 J/(m^3 K)
mean acoustic group speed: 2357 m/s
path with acoustic heat capacity only: 73.5 nm
path with mean group speed as well: 200 nm
half-heat path, rate ~ omega^2: 476 nm
half-heat path / gray path: 11.4
heat share above gray path: 96.9 %
heat share above 1 um: 36 %
half-heat path, rate ~ omega: 267 nm
share above gray path, rate ~ omega: 99.0 %
conductivity from cubic k grid: 148.0 W/(m K)
model conductivity at 400 K: 113 W/(m K)
scaled heat capacity at 400 K: 1.824e+06 J/(m^3 K)
gray path at 400 K: 28.9 nm
```
